# How Deep Can a Strong Impurity Potential Bind a Gap Level?

## Question

I am modelling a substitutional impurity in a semiconductor with a tight-binding Hamiltonian. The impurity lowers the energy of one orbital on its site by an amount $|V|$. First-order reasoning says that every level $E$ moves at the rate $dE/dV=|\psi_0|^2\ge 0$, where $\psi_0$ is the amplitude on the impurity orbital. A more attractive impurity should therefore pull its level ever lower: out of the conduction band, down through the gap, and finally into the valence band. Is that what happens if I keep increasing $|V|$? If not, what stops the level, given that the rate never changes sign?

## Answer

The rate is right, but it can shrink to zero. If the host Green function of the impurity orbital vanishes at some energy in the gap, the level stops there, and that energy is the level of the host with the orbital removed. This is the saturation in Hjalmarson's theory of deep levels. It has two conditions, a zero in the gap and a potential confined to the site, and both can fail.

I use a one-electron model with an orthonormal basis and no lattice relaxation. The Coulomb tail of a charged impurity is left out, so shallow hydrogenic levels are not covered. Energies are in eV, the natural unit for a band gap.

### The level condition

Let $H_0$ be the host Hamiltonian, with eigenstates $|n\rangle$ and energies $E_n$, and let its gap run from $E_v$ to $E_c$. The impurity changes one diagonal element:
$$H=H_0+V|0\rangle\langle 0|.$$
For a bound state at $E$ in the gap, $H\psi=E\psi$ becomes
$$(E-H_0)|\psi\rangle=V\psi_0|0\rangle,\qquad \psi_0=\langle 0|\psi\rangle .$$
Since $E$ is not a host energy, $E-H_0$ can be inverted:
$$|\psi\rangle=V\psi_0\,(E-H_0)^{-1}|0\rangle .\tag{1}$$
If $\psi_0$ were zero, $\psi$ would vanish altogether, so $\psi_0\neq0$. Projecting (1) on $\langle0|$ and dividing by $\psi_0$ gives
$$G(E)=\frac1V,\qquad G(E)=\langle0|(E-H_0)^{-1}|0\rangle=\sum_n\frac{w_n}{E-E_n},\tag{2}$$
with $w_n=|\langle0|n\rangle|^2$ and $\sum_n w_n=1$.

Valence states contribute positive terms to $G$ in the gap, and conduction states negative ones. The slope has one sign:
$$G'(E)=-\sum_n\frac{w_n}{(E-E_n)^2}<0 .$$
Thus $G$ falls steadily across the gap. Equation (2) has at most one solution there for a given $V$, and $G$ has at most one zero, which I call $E_{\rm vac}$.

Suppose the zero exists. An attractive impurity has $1/V<0$, so it needs $G<0$, which holds only above $E_{\rm vac}$. A repulsive impurity needs $G>0$, which holds only below it. As $|V|\to\infty$, $1/V\to0$ and both levels approach $E_{\rm vac}$, from opposite sides.

### Why the pull fades

Normalize the state (1):
$$1=\langle\psi|\psi\rangle=V^2|\psi_0|^2\sum_n\frac{w_n}{(E-E_n)^2}=-V^2|\psi_0|^2G'(E),$$
so
$$|\psi_0|^2=-\frac{1}{V^2G'(E)} .\tag{3}$$
Differentiating (2) with respect to $V$ gives $G'(E)\,dE/dV=-1/V^2$. Hence $dE/dV=|\psi_0|^2$, the rate in your question. Near $E_{\rm vac}$ the slope $G'$ is finite, so the rate falls as $1/V^2$, and its integral out to infinite $|V|$ is finite. The gap state withdraws from the impurity orbital, and a larger $V$ then has little left to act on.

Expanding $G(E)\approx G'(E_{\rm vac})(E-E_{\rm vac})$ in (2) gives the approach at large $|V|$:
$$E\approx E_{\rm vac}+\frac{1}{V\,G'(E_{\rm vac})} .\tag{4}$$
Because $G'<0$, the correction is positive for attractive $V$ and negative for repulsive $V$, as required.

### Why the limit is the vacancy energy

Separate the orbital $|0\rangle$, of energy $\varepsilon_0$, from the rest of the host. Let $\tilde H$ be the Hamiltonian of the rest and let the column $h$ hold the hoppings between the two. Write $(E-H_0)^{-1}|0\rangle=(a,b)$, where $a=G(E)$ is its component on $|0\rangle$. Multiplying by $E-H_0$ gives
$$(E-\varepsilon_0)a-h^\dagger b=1,\qquad -h\,a+(E-\tilde H)b=0 .$$
At a zero of $G$ we have $a=0$. The second equation becomes $\tilde Hb=Eb$, and the first becomes $h^\dagger b=-1$, so $b$ is not zero. Therefore $E_{\rm vac}$ is an eigenvalue of the host without the orbital.

The converse also holds. Let $\tilde Hb=Eb$ with $E$ in the gap and $b\ne0$. Then $(E-H_0)(0,b)=-(h^\dagger b)|0\rangle$. The factor $h^\dagger b$ cannot vanish, or $(0,b)$ would be a host eigenstate in the gap. Inverting and taking the component on $|0\rangle$ gives $0=-(h^\dagger b)G(E)$, hence $G(E)=0$.

A real vacancy lacks all orbitals of the atom. At a tetrahedral site, $s$ has symmetry $A_1$ and the three $p$ orbitals have symmetry $T_2$. Symmetry forbids $G$ from mixing them, so each set has its own condition (2). The vacancy then has one $A_1$ level at the zero of $G_s$ and three degenerate $T_2$ levels at the zero of $G_p$, provided these zeros lie in the gap.

### Where the strong binding went

An attractive $V$ can also bind a state below all the bands, and that one does follow the potential. Put $E=\varepsilon_0+x$ with $|x|$ large. The mean of $E_n$ with weights $w_n$ is $\varepsilon_0$, and its variance is $M_2=h^\dagger h$, the sum of squared hoppings. Expanding (2) in $1/x$,
$$G=\frac1x\left(1+\frac{M_2}{x^2}+\dots\right)=\frac1V
\quad\Rightarrow\quad V\approx x-\frac{M_2}{x}
\quad\Rightarrow\quad E\approx\varepsilon_0+V+\frac{M_2}{V}.\tag{5}$$
This state takes over the impurity orbital. The gap state must be orthogonal to it, and so is left on the surrounding atoms.

### A worked case

Take a zincblende-structure crystal with one $s$ and three $p$ orbitals per atom and round parameters that represent no particular material. The on-site energies are $-6$ ($s$) and $0$ ($p$) on the anion, and $-2$ and $3$ on the cation. Nearest neighbours are coupled by the two-centre hoppings $ss\sigma=-2$, $sp\sigma=2.5$, $pp\sigma=3$ and $pp\pi=-0.75$, with the same $sp\sigma$ for both directions of the bond. Diagonalizing the $8\times8$ Bloch Hamiltonian on a $24^3$ mesh of wave vectors gives $E_v=-1.00$, $E_c=3.91$ and a gap of 4.91 eV. The same mesh gives $G$, and numerical root finding solves (2).

For the anion $s$ orbital, $G$ vanishes at $E_{\rm vac}=1.89$ eV. The gap level moves as follows:

| $V$ (eV) | $E$ (eV) | $\lvert\psi_0\rvert^2$ |
|---:|---:|---:|
| −10 | 3.45 | 0.063 |
| −20 | 2.98 | 0.034 |
| −40 | 2.55 | 0.013 |
| −80 | 2.26 | 0.0041 |
| −320 | 1.99 | 0.0003 |
| +20 | −0.25 | 0.118 |
| +80 | 1.45 | 0.0060 |
| +320 | 1.79 | 0.0003 |

The largest potentials are there to display the limit, not to represent chemical impurities. Going from $-10$ to $-20$ eV lowers the level by 0.47 eV; the further 240 eV from $-80$ to $-320$ eV lowers it by only about 0.27 eV.

The computed slope gives $1/G'(E_{\rm vac})=-32.2\ \text{eV}^2$. At $V=-320$ eV, (4) predicts $1.8937+32.16/320=1.994$ eV, against 1.992 eV from (2). At $V=-10$ eV it would predict 5.1 eV, outside the gap: (4) is a strong-potential law.

For the state below the bands, $M_2=4(2^2+2.5^2)=41\ \text{eV}^2$, since the orbital has four neighbours. At $V=-320$ eV, (5) gives $-6-320-41/320=-326.13$ eV. Diagonalizing a periodic supercell of 64 primitive cells with one impurity gives the same value to 0.01 eV. The lowest host band energy is $-12.25$ eV, so this state is far from the gap.

The anion $p$ orbitals have their zero at 1.93 eV, close to that of $s$. The cation orbitals also have zeros, at $-0.55$ eV for $s$ and $-0.54$ eV for $p$. An attractive cation $s$ impurity can therefore drag its level through $(3.91+0.55)/4.91\approx91\%$ of the gap before it saturates. Saturation does not imply a level near midgap.

### When the level does not saturate there

**No zero in the gap.** All four orbital types above have a zero, but this is not guaranteed. Consider an orbital with no weight in the valence states. Then
$$G(E)=-\sum_{n\in c}\frac{w_n}{E_n-E}<0$$
throughout the gap, where $c$ denotes the conduction states. An attractive level then reaches the valence edge at the finite potential $V=1/G(E_v)$. For such an orbital your picture is correct. In general, saturation requires the valence terms to win near $E_v$ and the conduction terms to win near $E_c$.

**Too weak a potential.** If $G$ tends to a finite negative value at $E_c$, an attractive impurity needs $|V|>1/|G(E_c)|$ to have a gap level at all. This is the usual situation at a parabolic band edge in three dimensions, where the density of states vanishes as the square root of the distance from the edge and the sum in (2) converges. In the example, holding the anion $s$ level 0.1 eV below $E_c$ takes $V\approx-4.9$ eV ($-4.8$ eV if measured from the edge of the $24^3$ mesh, which lies 0.003 eV above the true band minimum).

**A potential that reaches the neighbours.** In the 64-cell supercell, the saturated state has 79% of its weight on the four neighbouring cations. If their orbitals are shifted by a small energy $u$, first-order perturbation theory moves the level by about $0.79\,u$, and nothing holds it at $E_{\rm vac}$. Let $u=V/40$, so that the whole potential grows together. The supercell's own value of $E_{\rm vac}$ is 1.86 eV, slightly different because of its finite size. The host supercell has 256 valence states, so the gap level is the 257th state in order of energy as long as it stays in the gap. It is then at 2.58, 1.74 and 0.62 eV for $V=-20$, $-40$ and $-80$ eV; for an isolated impurity these values are 0.03 to 0.04 eV higher. At $V=-160$ eV even the 257th state lies below the host valence edge, at $-1.04$ eV: the level has left the gap and joined the valence states. It can no longer be identified by counting, and the 257th state is now one of the valence states. The gap is not empty, however: the shifted neighbours have meanwhile pulled further levels down from the conduction band, the lowest near 2.7 eV.

Within this model, then, two questions decide where a level goes as the potential grows: does $G$ for the orbital concerned have a zero in the gap, and how much of the impurity potential lies outside its own site? For a real impurity, the lattice relaxation and the Coulomb tail left out here can shift the level as well.
